The Franck-Condon Poisson Distribution and Molecular Distortion, Derived in Two Ways

Suppose that an electron in an oxygen resist-stripping plasma ionizes O₂, and that the new O₂⁺ ion is counted as vibrationally cold. For the potential curves computed below, with all final levels taken as equally accessible, this puts every ion in the lowest vibrational level, where only 15% of them belong, and it loses 0.46 eV of vibrational energy per ion. Weighting the levels by Maxwellian plasma electrons at 3 eV changes these figures to 17% and 0.43 eV. All four figures refer to ions formed in their electronic ground state from ground-state triplet O₂ in its lowest vibrational level. What is missing is the distribution over final vibrational levels. That distribution also carries structural information: for harmonic wells of equal, known frequency, its width measures how far the change of electronic state has displaced the equilibrium geometry.

The model and its assumptions

Let x be a vibrational coordinate with reduced mass μ, measured from the minimum of the initial electronic state. Both states are harmonic with the same angular frequency ω:

V_i = μω²x²/2

V_f = ε + μω²(x − d)²/2

Here d is the displacement of the minimum and ε is the energy difference between the minima. The Hamiltonians are H_i = p²/(2μ) + V_i and H_f = p²/(2μ) + V_f. The molecule starts in the lowest level |0_i⟩.

Two further assumptions connect these wells to a collision. The transition is sudden, so the nuclei do not move while it happens. The electronic amplitude does not depend on x, which is the Condon approximation. The nuclear state just after the transition is then still |0_i⟩, and the probability of final level n is

P_n = |⟨n_f|0_i⟩|².

This also supposes that all final levels are equally accessible in energy, a point taken up in the example. The result to be shown is

P_n = exp(−S) Sⁿ/n!,  S = μωd²/(2ħ).

The natural length is the zero-point spread x₀ = √(ħ/(2μω)), the standard deviation of x in |0_i⟩. In terms of it, S = d²/(4x₀²).

First derivation: ladder operators

Define the lowering operator of the initial well by

a = x/(2x₀) + i x₀p/ħ.

From [x, p] = iħ it follows that [a, a†] = 1. Multiplying out gives

a†a = x²/(4x₀²) + x₀²p²/ħ² − 1/2.

Multiplication by ħω turns the first two terms into μω²x²/2 and p²/(2μ), so H_i = ħω(a†a + 1/2) and a|0_i⟩ = 0.

The final well has the same mass and frequency, hence the same x₀. Its lowering operator follows by replacing x with x − d:

b = a − α,  α = d/(2x₀).

Acting on the initial state,

b|0_i⟩ = a|0_i⟩ − α|0_i⟩ = −α|0_i⟩.

Let c_n = ⟨n_f|0_i⟩. Since b†|n_f⟩ = √(n+1)|(n+1)_f⟩, the conjugate relation is ⟨n_f|b = √(n+1)⟨(n+1)_f|. Projecting the previous equation on ⟨n_f| gives

√(n+1) c_{n+1} = −α c_n.

Repeated use from n = 0 upward gives

c_n = (−α)ⁿ c₀/√(n!).

The final levels form a complete set, so the probabilities add to one:

1 = |c₀|² Σ α²ⁿ/n! = |c₀|² exp(α²).

Hence |c₀|² = exp(−α²). With S = α² = d²/(4x₀²), squaring c_n gives the Poisson law.

Direct diagonalization of the two wells at S = 0.1, 1.7 and 6 reproduces the populations of levels 0 to 12 with a largest difference of 4 × 10⁻¹⁴.

Second derivation: motion of the wave packet

The same distribution can be obtained without ladder operators, by asking how quickly the initial packet leaves its starting place in the final well. Define the overlap

C(t) = ⟨0_i|exp(−iH_f t/ħ)|0_i⟩.

Inserting the complete set of final levels, with energies E_n, gives

C(t) = Σ P_n exp(−iE_n t/ħ).

The frequencies in C(t) are therefore the final energies, and their weights are the populations.

Let ℓ = √2 x₀, ξ = (x − d)/ℓ and δ = d/ℓ, so that δ²/2 = S. The final Hamiltonian becomes

H_f = ε + (ħω/2)(−∂²/∂ξ² + ξ²).

The initial Gaussian is centred at x = 0, which is ξ = −δ:

ψ(ξ, 0) = π^(−1/4) exp[−(ξ + δ)²/2].

Try a packet that keeps its width:

ψ(ξ, t) = π^(−1/4) exp[−ξ²/2 + β(t)ξ + γ(t)].

Comparison at t = 0 gives β(0) = −δ and γ(0) = −δ²/2. The second derivative obeys

ψ″/ψ = (−ξ + β)² − 1 = ξ² − 2βξ + β² − 1.

In H_fψ the ξ² terms cancel, because the packet has the natural width of the well. The Schrödinger equation reduces to

iħ(β̇ξ + γ̇) = ε + (ħω/2)(1 + 2βξ − β²).

The terms linear in ξ give β̇ = −iωβ, so β = −δz with z = exp(−iωt). With E₀ = ε + ħω/2, the remaining terms give

γ̇ = −iE₀/ħ + (iω/2)δ²z².

The integral of z² from 0 to t is (1 − z²)/(2iω). Therefore

γ = −δ²/2 − iE₀t/ħ + (δ²/4)(1 − z²)
 = −δ²/4 − δ²z²/4 − iE₀t/ħ.

The ansatz satisfies the equation and the initial condition, so it is the solution. Its overlap with the starting packet is

C(t) = π^(−1/2) exp(γ − δ²/2) ∫ exp[−ξ² + (β − δ)ξ] dξ
 = exp[γ − δ²/2 + (β − δ)²/4].

Since (β − δ)² = δ²(1 + 2z + z²), the z² terms cancel. The constants sum to −δ²/4 − δ²/2 + δ²/4 = −δ²/2, and the term in z is δ²z/2. Thus

C(t) = exp(−iE₀t/ħ) exp[S(z − 1)].

Expanding exp(Sz) in powers of z gives

C(t) = Σ exp(−S)(Sⁿ/n!) exp[−i(E₀ + nħω)t/ħ].

Comparison with the general form of C(t) gives E_n = E₀ + nħω and the Poisson populations. The match is unique, because multiplying either form by exp(iEt/ħ) and averaging over a long time leaves only the weight at energy E.

From the distribution to the width

The mean level is

⟨n⟩ = Σ n exp(−S)Sⁿ/n! = S Σ exp(−S)Sⁿ⁻¹/(n−1)! = S.

In the same way ⟨n(n−1)⟩ = S². The variance is therefore S² + S − S² = S. The levels are spaced by ħω, so the standard deviation of the energy is

σ_E = ħω√S.

Inserting √S = |d|/(2x₀) and solving for the displacement gives

|d| = 2x₀σ_E/ħω.

The width gives the magnitude of the distortion and not its sign, since S contains d². It grows in proportion to |d|, while the mean vibrational energy Sħω grows as d².

A more general statement explains why. Write H_f = H_i + D with D = V_f − V_i. Because |0_i⟩ is an eigenstate of H_i with energy E_i,

H_f|0_i⟩ = (E_i + D)|0_i⟩.

The mean final energy is then E_i + ⟨D⟩. The mean square is the squared norm of this vector, ⟨(E_i + D)²⟩. Subtracting the square of the mean leaves

σ_E² = ⟨D²⟩ − ⟨D⟩².

No harmonic form was used, only a common kinetic operator. The width is the spread of the energy gap over the geometries present in the initial state.

For the two equal-frequency wells,

D = ε + μω²d²/2 − Fx,  F = μω²d.

F is the force that the final state exerts at the old equilibrium geometry. Since x has standard deviation x₀,

σ_E = |F|x₀.

This agrees with ħω√S, because |d| = 2x₀√S and μωx₀² = ħ/2. For these two equal-frequency parabolas the physical chain is explicit: a changed electron distribution exerts a force at the old geometry, the force displaces the minimum by d = F/(μω²), and the same force acting across the zero-point spread produces the width.

Limits and a thermal initial state

The ratio P_{n+1}/P_n = S/(n+1) shows how the shape changes. For S much less than 1, P₀ ≈ 1 − S and P₁ ≈ S, and there is hardly a visible envelope. For larger non-integer S the strongest line is the integer part of S. The logarithm of C(t), apart from the E₀ phase, is S(z − 1), so every cumulant of n equals S. The skewness is S/S^(3/2) = 1/√S, and the envelope becomes symmetric at large S. For S < 2 the strongest line is P₀ or P₁ = SP₀, which is less than 2P₀, so the distribution never falls to half its maximum on the low side and has no full width at half maximum. The standard deviation is defined for every S and is used here.

If the initial vibration is thermal, the argument with D applies to each initial level m. Here σ_E denotes the spread of the energy change, final minus initial, because the initial energy is no longer fixed. The energy change has mean square ⟨m|D²|m⟩, and x averages to zero in every level. Since ⟨m|x²|m⟩ = (2m + 1)x₀² and the thermal average of 2m + 1 is coth(ħω/2k_BT),

σ_E² = (ħω)² S coth(ħω/2k_BT).

For several independent modes that keep their directions and frequencies, the energies add and so do the variances: σ_E² = Σ S_k(ħω_k)². In a polyatomic gas the total width alone cannot assign the distortion to one mode.

Worked example: ionization of O₂

The curves of O₂ and of the lowest doublet state of O₂⁺ were computed with unrestricted PBE0 in the def2-SVP basis. The ion curve follows the symmetric, nearly spin-pure solution (⟨S²⟩ ≈ 0.75). At 1.37 Å a broken-symmetry solution with ⟨S²⟩ ≈ 1.24 lies 0.26 eV lower, so the stretched side of the curve depends on this choice. That solution lies 0.05 eV lower at 1.30 Å and coincides with the symmetric one at 1.23 Å; following it changes the populations of levels 0 to 6 by less than 0.001 and the width from 0.310 to 0.308 eV. The bond shortens from 1.1883 to 1.0983 Å, so d = −0.090 Å. The harmonic wavenumber rises from 1774 to 2206 cm⁻¹. These values, and all that follow from them, belong to this functional and this small basis. Their convergence with basis size is not established here, so the digits serve to compare models on the same curves and are not predictions for real O₂.

The model needs one frequency. The population of the lowest level suggests which. With A = μω_i/ħ and B = μω_f/ħ, the overlap of the two ground-state Gaussians contains the exponent

−Ax²/2 − B(x − d)²/2 = −[(A + B)/2][x − Bd/(A + B)]² − ABd²/[2(A + B)].

Integrating, including the normalization factor (AB/π²)^(1/4), and squaring gives

P₀ = [2√(AB)/(A + B)] exp[−ABd²/(A + B)].

The exponent equals −S if ω is the harmonic mean, 2ω_iω_f/(ω_i + ω_f). Here that is 1967 cm⁻¹, or 0.2438 eV, with x₀ = 0.03273 Å. Then

S = [0.0899/(2 × 0.03273)]² ≈ 1.89

σ_E = 0.2438 eV × √1.89 ≈ 0.335 eV.

The force gives the same width: 10.23 eV/Å × 0.03273 Å ≈ 0.335 eV.

The Poisson populations for n = 0 to 4 are 0.15, 0.29, 0.27, 0.17 and 0.08. Vibrational states calculated on the full curves give 0.15, 0.32, 0.30, 0.16 and 0.06. Both distributions peak at n = 1. The tail is less well described: at n = 6 the model gives 0.0095 and the curves 0.0020.

The full curves give a width of 0.310 eV, both from the level populations and from the variance of D. Used in the inverse formula, it yields

|d| = 2 × 0.03273 Å × 0.3095/0.2438 ≈ 0.083 Å,

which is 8% below the displacement between the computed minima. This error belongs to the harmonic-mean frequency: the neutral frequency gives 0.097 Å, 8% above, and the ion frequency gives 0.070 Å, 22% below.

Part of this agreement is a cancellation. Keeping both wells harmonic but giving each its own frequency makes the width worse, 0.446 eV. The slopes show why. At the O₂ geometry, the ion's parabola has slope 10.23 × (2206/1967)² ≈ 12.9 eV/Å in magnitude, whereas the computed ion curve has 9.04 eV/Å. The neutral zero-point spread is 0.03273 × √(1967/1774) ≈ 0.0345 Å. The products are 0.44 and 0.31 eV, close to the two widths. The stiffer ion bond raises the force and the anharmonic softening on stretching lowers it; the single-frequency model omits both.

The origin of the force can be examined too. By electron count, the doublet ion has lost a spin-up electron of triplet O₂. At a bond length of 1.20 Å the highest occupied spin-up orbital, of π_g symmetry, has an overlap population of −0.304, so it is antibonding, and its loss should shorten the bond. The positive doublet slope indeed pulls the atoms together. The lowest quartet ion has lost a spin-down electron. The highest occupied orbital of that spin, of π_u symmetry, is bonding, with overlap population 0.193, and the quartet slope is −11.46 eV/Å, which pushes the atoms apart. Multiplying by 0.0345 Å gives a first-order width of about 0.4 eV. The two widths are similar in size although the forces have opposite signs. The quartet minimum is not located here, and similar widths imply similar forces, not similar displacements.

Relation to a real oxygen plasma

Measured wavenumbers are roughly 1600 cm⁻¹ for O₂ and 1900 cm⁻¹ for O₂⁺, so the computed bonds are too stiff. At fixed d, this lowers S to about 1.67 and raises the model P₀ from 0.15 to about 0.19. The computed 0–0 ionization energy of 12.5 eV is also above the rough measured value of 12 eV. Morse curves built from measured constants (wavenumbers 1580 and 1905 cm⁻¹, anharmonicities 12.0 and 16.3 cm⁻¹, bond lengths 1.2075 and 1.1164 Å) give P₀ = 0.185, a mean vibrational energy of 0.34 eV instead of 0.46 eV, and a width of about 0.24 eV. The inverse formula then returns 0.079 Å, 14% below the displacement of 0.091 Å (1% below with the neutral frequency, 26% below with the ion frequency), while the width divided by the neutral zero-point spread gives 6.6 eV/Å against a slope of 6.7 eV/Å.

Rough typical plasma conditions are a gas temperature of 500 K, a vibrational temperature that may reach 1500 K, and an electron temperature of 3 eV. In the equal-frequency model the thermal factor widens the distribution of the energy change by 0.35% at 500 K and 17% at 1500 K. These figures are too low, because the thermal population belongs to the softer neutral molecule. On the computed curves the widening is 0.6% and about 20%, as the same factor gives when evaluated at 1774 cm⁻¹. Rotation at 500 K, with the rotational quantum number unchanged, spreads the line positions by about 7 meV and alters the total width of 0.31 eV by less than 1 meV.

Equal access to all final levels is the assumption most directly affected by the electron temperature. Suppose each cross section rises linearly above its threshold I_n with a common slope. A Maxwellian of temperature T_e, in energy units, then weights P_n by

∫ (E − I_n) E exp(−E/T_e) dE = T_e² exp(−I_n/T_e)(I_n + 2T_e),

where the integral runs from I_n upward and follows from the substitution u = E − I_n. At 3 eV this lowers the mean level on the computed curves from 1.70 to 1.60 and the width from 0.310 to 0.303 eV. The result depends on the shape of the electron distribution: a Druyvesteyn distribution of the same mean energy, 4.5 eV, gives about 20% in the lowest level and 0.39 eV instead of 17% and 0.43 eV. An electronic amplitude that grows by an assumed 100% per ångström of bond length would instead raise it to 1.78. The sudden assumption is better placed: a 1 eV electron crosses 3 Å in 0.5 fs, against an ion vibrational period of 15 fs.

These estimates concern ions at birth, before further collisions. They leave out autoionization, which can feed levels through a temporary neutral state, as well as spin-orbit splitting and excited ion states. The last omission is not small: with the same rate formula and a common slope, two quartet states with computed vertical energies of 16.9 and 18.3 eV at 1.20 Å, against 13.0 eV for the doublet, form at 0.33 and 0.22 of the ground-state rate at 3 eV. A vibrational temperature of 1500 K would change the ground-state figures of 17% and 0.43 eV to 19% and 0.48 eV. Metastable O₂(a¹Δ_g) as a parent is also left out. On a Morse curve with approximate constants (1509 and 12.9 cm⁻¹, 1.2156 Å, threshold 0.98 eV lower) it gives P₀ = 0.14 and 0.40 eV, against 0.185 and 0.34 eV for ground-state O₂, and with a common slope it ionizes about 1.3 times faster per molecule at 3 eV.

What the two derivations assume

Both derivations of the Poisson law require the sudden and Condon approximations, a start in v = 0, and harmonic wells of equal frequency. They use the equal frequency differently. In the first, it makes b differ from a by a constant. With unequal frequencies,

b = ½(q + 1/q)a + ½(q − 1/q)a† − constant,  q = √(ω_f/ω_i).

The a† term creates an excitation, |0_i⟩ is no longer an eigenstate of b, and the two-term recursion is lost. In the second derivation, equal frequency lets the packet keep its width; otherwise the ξ² terms do not cancel.

The first derivation takes the ladder of final levels as known and gives the amplitudes, including their alternating signs for positive d. The second obtains the level energies together with the populations. The overlap C(t) carries no signs, but the packet does: its factor exp(−δzξ − δ²z²/4) is the Hermite generating function exp(2ξs − s²) at s = −δz/2, so the term in zⁿ is the n-th eigenfunction times the same signed amplitude. The advantage of C(t) appears when the wells are not harmonic. At short times,

|C(t)|² ≈ 1 − σ_E²t²/ħ²,

as follows from expanding the exponential in C(t) to second order, provided the energy variance is finite. On the computed curves ħ/σ_E is 2.1 fs; the formula gives 0.78 against 0.80 at 1 fs and fails by 2 fs. The initial loss of overlap is therefore set by the spread of D even when the Poisson law fails. For O₂ this is the more robust link to distortion: with equal access to the levels, the width determines the size of the force at the old geometry to first order (the 3 eV weighting would make it read 8.8 instead of 9.0 eV/Å), and a displacement follows only after a shape for the final well has been assumed.

The numerical output below lists the remaining values.

Numbers as computed

```
largest Poisson error, S=0.1,1.7,6: 4.0e-14
O2 -> O2+ (doublet), PBE0/def2-SVP
reduced mass: 7.9995 u
largest curve-fit error: 0.114 meV
bond length O2: 1.1883 angstrom
bond length O2+: 1.0983 angstrom
displacement d: -0.0899 angstrom
harmonic wavenumber O2: 1774 cm^-1
harmonic wavenumber O2+: 2206 cm^-1
harmonic-mean wavenumber: 1967 cm^-1
harmonic-mean quantum: 0.2438 eV
zero-point spread x0: 0.03273 angstrom
Huang-Rhys factor S: 1.8871
model force F: -10.233 eV/angstrom
model relaxation energy S*quantum: 0.4602 eV
model width: 0.3350 eV
n: Poisson, two-frequency harmonic, computed curves
0: 0.1515  0.1506  0.1493
1: 0.2859  0.2534  0.3194
2: 0.2698  0.2415  0.2991
3: 0.1697  0.1703  0.1614
4: 0.0801  0.0984  0.0557
5: 0.0302  0.0493  0.0129
6: 0.0095  0.0221  0.0020
mean n, two-frequency harmonic: 2.128
mean n, computed curves: 1.703
width, two-frequency harmonic: 0.4457 eV
width, computed curves: 0.3095 eV
width from gap variance: 0.3095 eV
width from slope at O2 geometry: 0.3114 eV
|d| inferred from computed width: 0.0831 angstrom
0-0 ionization energy: 12.506 eV
mean (vertical) energy: 12.961 eV
overlap population, top alpha orbital: -0.304
overlap population, top beta orbital: 0.193
doublet slope at O2 geometry: 9.04 eV/angstrom
quartet slope at O2 geometry: -11.46 eV/angstrom
v=1/v=0 ratio at 500 K: 0.00648
v=1/v=0 ratio at 1500 K: 0.1864
thermal width factor at 500 K: 1.0035
thermal width factor at 1500 K: 1.1651
rotational width at 500 K: 7.35 meV
mean n, electrons at 3 eV: 1.603
assumed amplitude slope: 1.0 per angstrom
mean n with that slope: 1.784
1 eV electron over 3 angstrom: 0.51 fs
O2+ vibrational period: 15.1 fs
```
